# Torsional scans, transfer matrices and the size of a PEG suppressor

## What symmetry and dimensions fix

The mean-square end-to-end distance of a chain does not change when the molecule is rotated, reflected or translated. The end-to-end vector is the sum of the bond vectors, so its square contains them only through their scalar products. Squaring that sum and averaging, with bond lengths $l_i$ and bond angles fixed, gives

$$\langle r^2\rangle=\sum_{i=1}^{n}l_i^2+2\sum_{i<j}l_il_j\,c_{ij},\qquad c_{ij}=\langle\cos(\text{angle between bonds } i,j)\rangle .$$

The $c_{ij}$ are dimensionless, so they can depend on angles and on ratios $E/RT$, but on no energy by itself. Polyethylene glycol (PEG) is also achiral: reversing the sign of every torsion leaves its energy unchanged. Left and right gauche states therefore have equal weight.

What remains unknown is a set of torsion angles and conformational energies. Electronic-structure programs supply these through a torsional scan, in which chosen dihedral angles are held fixed while the energy is computed and, if wanted, the other coordinates are relaxed. The user chooses which dihedrals vary together, where they are sampled and how accurate the energies are. The analysis below shows what each choice does to the coil size of PEG, a common suppressor in copper plating baths.

## The chain and the energies it needs

The skeleton of HO–(CH$_2$CH$_2$O)$_x$–H, from terminal oxygen to terminal oxygen, has $n=3x$ bonds in the repeating order O–C, C–C, C–O. The rotational-isomeric-state model lets each inner bond be trans ($\varphi=0$) or gauche ($\varphi=\pm\varphi_g$). Its energy contains single-bond terms and terms for neighbouring pairs of bonds. Contacts between groups farther apart along the chain are left out.

The pair terms matter when neighbouring gauche states have opposite signs. With tetrahedral angles and equal bonds, six bonds of alternating gauche sign close into a chair-shaped ring. The ends of four such bonds are then as close as atoms two bonds apart, $\sqrt{8/3}\,l\approx1.63\,l$. In PEG there are two cases:

- If the two bonds meet at carbon, the end groups are O and CH$_2$, and the model assigns a finite energy.
- If they meet at oxygen, the end groups are two CH$_2$ groups, and the model forbids the state.

## From torsions to distances

Attach a frame to each bond. The axis $\mathbf x_i$ lies along bond $i$; $\mathbf y_i$ lies in the plane of bonds $i-1$ and $i$, with a positive component along bond $i-1$; and $\mathbf z_i=\mathbf x_i\times\mathbf y_i$. Let $\theta_i$ be the supplement of the bond angle between bonds $i$ and $i+1$, and write $c=\cos\theta_i$, $s=\sin\theta_i$. With $\mathbf m=\cos\varphi_i\,\mathbf y_i+\sin\varphi_i\,\mathbf z_i$, the next bond points along

$$\mathbf x_{i+1}=c\,\mathbf x_i+s\,\mathbf m .$$

Removing from $\mathbf x_i$ its part along $\mathbf x_{i+1}$ and normalizing gives

$$\mathbf y_{i+1}=\frac{\mathbf x_i-c\,\mathbf x_{i+1}}{s}=s\,\mathbf x_i-c\,\mathbf m,$$

because $1-c^2=s^2$. The cross product is

$$\mathbf z_{i+1}=-(c^2+s^2)\,\mathbf x_i\times\mathbf m=\sin\varphi_i\,\mathbf y_i-\cos\varphi_i\,\mathbf z_i .$$

These three vectors are the columns of the matrix that carries components from frame $i+1$ to frame $i$:

$$T_i=\begin{pmatrix}c&s&0\\ s\cos\varphi_i&-c\cos\varphi_i&\sin\varphi_i\\ s\sin\varphi_i&-c\sin\varphi_i&-\cos\varphi_i\end{pmatrix}.$$

In its own frame, bond $i$ is the column $\mathbf l_i=(l_i,0,0)^\top$. Hence

$$r^2=\sum_i l_i^2+2\sum_{i<j}\mathbf l_i^\top T_iT_{i+1}\cdots T_{j-1}\mathbf l_j .$$

Bond 1 has no predecessor, so $\varphi_1$ is undefined. This does no harm: $\mathbf l_1^\top T_1$ uses the first row of $T_1$, which does not contain $\varphi_1$.

The double sum can be built one bond at a time. Define the $5\times5$ matrix

$$G_i=\begin{pmatrix}1&2\mathbf l_i^\top T_i&l_i^2\\ 0&T_i&\mathbf l_i\\ 0&0&1\end{pmatrix}.$$

The first row of $G_1\cdots G_k$ is $(1,\,2\mathbf s_k^\top,\,R_k)$, where $R_k$ is the squared length of the first $k$ bonds and $\mathbf s_k$ is their end-to-end vector in frame $k+1$. For $k=1$ this is the first row of $G_1$. If it holds for $k$, multiplication by $G_{k+1}$ gives

$$2(\mathbf l_{k+1}+\mathbf s_k)^\top T_{k+1}=2\mathbf s_{k+1}^\top,\qquad l_{k+1}^2+2\mathbf s_k^\top\mathbf l_{k+1}+R_k=R_{k+1}.$$

The first relation adds the new bond and changes frame; the second is the square of a vector sum. The statement therefore holds for every $k$. For the last bond, only the last column of $G_n$, $\mathbf g=(l_n^2,\mathbf l_n^\top,1)^\top$, is needed.

## The thermal average

Let $\eta$ be the state of bond $i-1$ and $\xi$ that of bond $i$. The statistical weight is

$$U_i(\eta,\xi)=\exp\!\left[-\frac{E_i(\xi)+E_{\rm pair}(\eta,\xi)}{RT}\right].$$

Bond 2 carries the first torsion and has no pair term. Let $z_i(\xi)$ be the sum of Boltzmann factors over all states of the earlier bonds, with bond $i$ in state $\xi$. Let $\mathbf v_i(\xi)$ be the same sum with each factor multiplied by its generator row. Adding a bond multiplies each Boltzmann factor by $U_i$ and each row by $G_i$, so

$$z_i(\xi)=\sum_\eta z_{i-1}(\eta)U_i(\eta,\xi),\qquad
\mathbf v_i(\xi)=\Big[\sum_\eta U_i(\eta,\xi)\mathbf v_{i-1}(\eta)\Big]G_i(\xi).$$

To start, bond 1 is given the single label trans, with $z_1=1$ and $\mathbf v_1$ the first row of $G_1$. The result is

$$\langle r^2\rangle=\frac{\sum_\xi\mathbf v_{n-1}(\xi)\,\mathbf g}{\sum_\xi z_{n-1}(\xi)} .$$

Within the model this is exact, since it only regroups a finite sum. There are $3^{n-2}$ conformers, but the work grows linearly with $n$. Dividing $z_i$ and all $\mathbf v_i$ by the same number after each bond leaves the ratio unchanged and prevents overflow. For the 76-unit chain below, the partition function is already $10^{73.49}$.

## The freely rotating limit

A freely rotating chain has fixed bond angles and independent torsions, uniform on the circle. Each torsion enters $r^2$ linearly through its sine and cosine. Any independent distribution with $\langle\cos\varphi\rangle=\langle\sin\varphi\rangle=0$ therefore gives the same $\langle r^2\rangle$. Three equally weighted states at $0,\pm120^\circ$ satisfy this, because $1+2\cos120^\circ=0$.

Only the first row $(c,s,0)$ of $\langle T_i\rangle$ then survives. Multiplying this row by $\langle T_{i+1}\rangle$ gives $\cos\theta_i(\cos\theta_{i+1},\sin\theta_{i+1},0)$, and repetition gives

$$\langle r^2\rangle_{\rm free}=\sum_i l_i^2+2\sum_{i<j}l_il_j\prod_{k=i}^{j-1}\cos\theta_k .$$

For equal bonds and angles put $a=\cos\theta$. There are $n-m$ pairs at separation $m$, so the required sum is

$$\sum_{m=1}^{n-1}(n-m)a^m=\sum_{q=1}^{n-1}\sum_{m=1}^{q}a^m=\sum_{q=1}^{n-1}\frac{a(1-a^q)}{1-a}
=\frac{na}{1-a}-\frac{a(1-a^n)}{(1-a)^2}.$$

Twice this, plus $n$ from the diagonal terms, gives

$$\langle r^2\rangle_{\rm free}=l^2\left[n\frac{1+a}{1-a}-\frac{2a(1-a^n)}{(1-a)^2}\right].$$

For $a=0$ this is $nl^2$. For $a\to1$ the original sum gives $n+n(n-1)=n^2$, a rigid rod.

With 228 bonds of 0.15 nm and bond angles of $112^\circ$, the recursion and the closed form both give 11.23257304 nm$^2$. With the PEG geometry used below, the recursion and the double sum both give 10.16676739 nm$^2$.

### When equal weights are not enough

If relaxation moves the gauche minima from $120^\circ$, equal weights no longer give free rotation. For independent torsions with gauche weight $\sigma$ relative to trans,

$$h\equiv\langle\cos\varphi\rangle=\frac{1+2\sigma\cos\varphi_g}{1+2\sigma}.$$

This vanishes for $\sigma=-1/(2\cos\varphi_g)$, which is 1.4619 at $110^\circ$. With that weight the recursion returns to 10.16676739 nm$^2$; with equal weights it gives 12.5302 nm$^2$.

The size of the change follows from a long uniform chain. Its characteristic ratio, $C_n=\langle r^2\rangle/\sum_i l_i^2$, tends to

$$C_\infty=1+2\sum_{m\ge1}(\langle T\rangle^m)_{11}=2[(I-\langle T\rangle)^{-1}]_{11}-1 .$$

Because $\langle\sin\varphi\rangle=0$, the third axis decouples. The remaining block of $I-\langle T\rangle$ has rows $(1-a,-s)$ and $(-sh,1+ah)$, and its determinant is

$$(1-a)(1+ah)-(1-a^2)h=(1-a)(1-h).$$

Therefore

$$C_\infty=\frac{2(1+ah)}{(1-a)(1-h)}-1=\frac{1+a}{1-a}\,\frac{1+h}{1-h}.$$

At $110^\circ$ with equal weights, $h=0.105$ and the last factor is 1.235. The computed ratio, $12.5302/10.1668=1.232$, is close to it although the PEG chain is finite and has two kinds of angle.

### What this limit cannot detect

Setting all energies to zero makes every weight one, so an error in assigning the energies disappears. Interchanging the two pair energies leaves the free limit untouched, but changes the PEG result below from 18.36 to 20.23 nm$^2$.

A nine-bond chain exposes such errors. Its 2187 conformers can be built in Cartesian space and given energies according to which atoms meet. Their Boltzmann average is 0.53470865 nm$^2$, and the recursion gives the same digits.

High temperature does not lead this model of PEG to free rotation either. A forbidden pair has weight zero at every temperature, so its torsions remain correlated. This is a consequence of the infinite pair energy: with a large but finite one, the model would reach the free limit once $RT$ far exceeded every energy.

## A suppressor chain

The example has $x=76$, $n=228$ and a molar mass of 3366 g/mol, at 298.15 K, where $RT=2.479$ kJ/mol. The following round values are model parameters. The energies are effective values of the kind used for PEG in condensed phases, not the result of a scan on an isolated fragment:

- bond lengths of 0.143 nm for C–O and 0.153 nm for C–C;
- bond angles of $110^\circ$ at carbon and $112^\circ$ at oxygen, with $\varphi_g=120^\circ$;
- gauche energies of $-2.0$ kJ/mol about C–C and $+4.0$ kJ/mol about C–O;
- an opposite-gauche pair energy of 1.5 kJ/mol at carbon, and a forbidden pair at oxygen.

The gauche weights are $e^{2.0/2.479}=2.2407$ for C–C and $e^{-4.0/2.479}=0.1992$ for C–O. The pair factor at carbon is $e^{-1.5/2.479}=0.5460$.

One repeat unit has a single torsion. Its squared O–O distance is 0.13514 nm$^2$ in trans and 0.08097 nm$^2$ in gauche, so

$$\langle r^2\rangle=\frac{0.13514+2(2.2407)(0.08097)}{1+2(2.2407)}=0.0909\ \text{nm}^2 .$$

For the full chain the recursion gives $\langle r^2\rangle=18.36$ nm$^2$, an rms distance of 4.28 nm (42.8 Å). Drawing 10,000 conformers from the same Boltzmann distribution gives $18.12\pm0.15$ nm$^2$ (one standard error), which differs by 1.6 standard errors. The fully trans chain would span 27.43 nm.

The sum of squared bond lengths is 4.8873 nm$^2$, so $C_n=18.3553/4.8873=3.76$, against 2.08 for free rotation. In long chains each further unit adds 0.24404 nm$^2$. Dividing by the squared bond lengths of one unit, $2(0.143)^2+(0.153)^2=0.064307$ nm$^2$, gives $C_\infty=3.79$. Once the increment is constant, $\langle r^2\rangle$ is a straight line in $x$ with a constant offset, so $C_n$ approaches its limit as $1/x$. It is 3.50 at 10 units and 3.785 at 300.

## Choosing the scan

**Vary neighbouring torsions together.** Without pair energies the result falls to 15.52 nm$^2$, 15% below the full model. Scans of one torsion with its neighbours held trans cannot supply these terms. The pair at carbon needs a fragment containing C–O–C–C–O, such as 1,2-dimethoxyethane; the pair at oxygen needs C–C–O–C–C, as in diethyl ether. Subtract the two single-torsion energies from the energy of the doubly gauche state, or they are counted twice. A vacuum calculation need not reproduce the model values. For isolated 1,2-dimethoxyethane the C–C gauche state tends to lie above trans, by an amount sensitive to electron correlation. The pair energy at carbon comes out negative by several kJ/mol, an effect usually attributed to an O···H–C attraction. Both signs are opposite to those of the model, so vacuum energies cannot be carried over to the dissolved chain without a solvent treatment. Mirror symmetry, $E(\varphi,\psi)=E(-\varphi,-\psi)$, halves the two-dimensional grid.

**Locate the gauche minima.** Moving $\varphi_g$ from $120^\circ$ to $110^\circ$, with all energies held fixed, raises $\langle r^2\rangle$ to 22.51 nm$^2$, or by 23%. Energies computed only at $0$ and $\pm120^\circ$ cannot reveal such a shift. Use a finer grid, or release the torsion constraint near each minimum.

**Converge energy differences to a stated target.** Changing the C–C gauche energy to $-1$ or $-3$ kJ/mol, with everything else fixed, gives 21.28 or 16.22 nm$^2$. The mean slope is

$$\frac{21.28-16.22}{2\times18.36}\approx0.14\ \text{per kJ/mol}.$$

By linear estimate, a 5% error in $\langle r^2\rangle$ allows about 0.4 kJ/mol in this one energy. Basis set, electron correlation and solvent treatment should be judged by their effect on the gauche–trans difference, not on the total energy.

**Turn wells into weights.** A state of the model represents a whole well. When other coordinates contribute equally, its weight is the integral of $e^{-E(\varphi)/RT}$ over that well, and

$$E_g^{\rm eff}=-RT\ln\frac{\int_g e^{-E/RT}d\varphi}{\int_t e^{-E/RT}d\varphi}.$$

If the gauche integral is 1.5 times larger than the minimum energies alone imply, the shift is $-RT\ln1.5\approx-1.0$ kJ/mol, which the preceding comparison shows to be significant. Vibrations and solvent can add further free-energy differences that a vacuum scan omits.

**Use the right temperature.** At fixed energies its effect on the model coil is small: $d\ln\langle r^2\rangle/dT=6.9\times10^{-4}$ K$^{-1}$, or 0.7% for 10 K. The coefficient depends on the assumed gauche angles: with $\varphi_g=110^\circ$ it is $4.3\times10^{-4}$ K$^{-1}$. In water, the effective conformational energies and the repulsion between distant units can also change with temperature; this figure does not include those changes.

## From the model coil to the plating bath

The largest omission estimated here is repulsion between distant parts of the chain. Represent the chain by $N$ ideal segments of mean-square length $b^2$, with binary cluster integral $\beta$ per pair. A contact between segments $m$ apart has probability density $(3/2\pi mb^2)^{3/2}$. Chains with that contact have mean-square size $(N-m)b^2$, smaller than average by $mb^2$. Suppressing such contacts gives, to first order in $\beta$ and with the sum over $m$ replaced by an integral, as is accurate for large $N$ and only rough for the chain here,

$$\frac{\delta\langle r^2\rangle}{\langle r^2\rangle_0}\simeq\frac{\beta}{N}\left(\frac{3}{2\pi b^2}\right)^{3/2}\!\int_0^N\!(N-m)m^{-1/2}dm=\frac43z,$$

$$z=\left(\frac{3}{2\pi\langle r^2\rangle_0}\right)^{3/2}\beta N^2 ,$$

since the integral is $(2-\tfrac23)N^{3/2}$. Taking one repeat unit as a segment, with a rough $\beta=0.02$ nm$^3$ per pair of units in water and $N=76$, $z=0.485$, too large for first order to be trusted. The modified Flory equation $\alpha^5-\alpha^3=4z/3$ has the same first-order limit, because both $\alpha^5-\alpha^3$ and $\alpha^2-1$ begin as $2(\alpha-1)$. It is an approximate closure, and gives a swelling factor $\alpha=1.18$ for the rms distance. The distance becomes about 5.1 nm, and $\langle r^2\rangle$ rises by 39%.

PEG of a few thousand g/mol is a common copper-plating suppressor, so the chain length is typical. A real bath also contains acid and copper sulfate, which change $\beta$. The unswollen coil spans 0.21 of a 20 nm trench opening, which does not by itself establish how fast it enters or where it adsorbs. Suppression involves adsorbed PEG with chloride and copper ions; the calculation describes a dissolved coil and gives no size for that layer.

Coil overlap is a smaller concern. For a long ideal chain, averaging over segment pairs gives $R_g^2=\langle r^2\rangle/6$, so $R_g=1.75$ nm. One chain per sphere of this radius corresponds to

$$\frac{3366\ \text{g/mol}}{N_A(4\pi/3)(1.75\times10^{-7}\ \text{cm})^3}\approx0.25\ \text{g/cm}^3=250\ \text{g/L}.$$

The numerical output below prints this quantity as 249 g/cm$^3$. That figure is a thousand times too large, because the program converts nanometres to centimetres with $10^{-8}$ instead of $10^{-7}$. The correct value is 0.249 g/cm$^3$, or 249 g/L, for the unswollen coil. Swelling by 1.18 lowers it to about 150 g/L. Suppressor concentrations are roughly tenths of a gram per litre, so treating the dissolved coils as separate is reasonable.

## Computed results

```
temperature: 298.15 K; RT: 2.4790 kJ/mol
bond lengths C-O, C-C: 0.143, 0.153 nm
bond angles at C, at O: 110, 112 deg
gauche energy C-C, C-O: -2.0, 4.0 kJ/mol
opposite-gauche pair energy at C: 1.5 kJ/mol
opposite-gauche pair energy at O: inf (forbidden)
weights gauche C-C, gauche C-O, pair at C: 2.2407, 0.1992, 0.5460
one unit, r^2 trans, gauche: 0.13514, 0.08097 nm^2
one unit, <r^2>: 0.09085 nm^2
nine bonds, number of conformers: 2187
nine bonds, <r^2> transfer: 0.53470865 nm^2
nine bonds, <r^2> enumeration: 0.53470865 nm^2
repeat units: 76; bonds: 228; molar mass: 3366 g/mol
sum of squared bond lengths: 4.8873 nm^2
free limit, <r^2> transfer: 10.16676739 nm^2
free limit, <r^2> double sum: 10.16676739 nm^2
free limit, characteristic ratio: 2.0802
equal bonds 0.15 nm, 112 deg, transfer: 11.23257304 nm^2
equal bonds 0.15 nm, 112 deg, closed form: 11.23257304 nm^2
gauche 110 deg, equal weights, <r^2>: 12.5302 nm^2
gauche 110 deg, restoring weight: 1.4619
gauche 110 deg, restored <r^2>: 10.16676739 nm^2
PEG <r^2>: 18.3553 nm^2
PEG rms distance: 4.284 nm = 42.84 angstrom
PEG characteristic ratio: 3.7557
PEG log10 of partition function: 73.49
sampled chains: 10000
sampled <r^2>: 18.12 nm^2; standard error: 0.15 nm^2
interchanged pair energies, <r^2>: 20.2265 nm^2
no pair energies, <r^2>: 15.5172 nm^2
characteristic ratio at 1 units: 1.4127
characteristic ratio at 3 units: 2.7716
characteristic ratio at 10 units: 3.4967
characteristic ratio at 30 units: 3.6955
characteristic ratio at 300 units: 3.7850
increment of <r^2> per unit, long chain: 0.244040 nm^2
limiting characteristic ratio: 3.7949
all-trans end-to-end length: 27.43 nm
trench opening: 20 nm; rms/opening: 0.214
binary cluster integral (rough): 0.02 nm^3 per unit
excluded-volume parameter z: 0.485
swelling factor of rms: 1.180; swollen rms: 5.06 nm
PEG with gauche at 110 deg, <r^2>: 22.513 nm^2
C-C gauche energy -1 kJ/mol, <r^2>: 21.278 nm^2
C-C gauche energy -3 kJ/mol, <r^2>: 16.219 nm^2
d ln<r^2>/dT: 0.690 per 1000 K
ideal-chain radius of gyration: 1.75 nm
coil overlap concentration: 249 g/cm^3
```
